# Fifth-power law for electron-phonon heat flow in a clean metal: a numerical check

```python
# Result under test: electron-to-lattice power per volume in a clean 3D metal,
#   P/V = Sigma (Te^5 - Tp^5),
#   Sigma = 6 zeta(5) D^2 m^2 / (pi^3 rho s^4)   (hbar = k_B = 1),
# valid at low temperature for longitudinal Debye phonons omega = s q.
# D: screened deformation potential; m: electron mass; rho: mass density;
# s: sound speed; Te, Tp: electron and phonon temperatures.
# Hartree atomic units are used internally, with temperatures as energies.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.special import expit, zeta

pi = np.pi
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["atomic unit of length"][0]
time_au = const.physical_constants["atomic unit of time"][0]
kelvin = const.k / hartree
power_density_si = hartree / time_au / bohr**3

# Monovalent jellium model, electron mass equal to one
k_fermi = 0.5
ion_mass = 50000.0
density = k_fermi**3 / (3 * pi**2)
e_fermi = k_fermi**2 / 2
deformation = 2 * e_fermi / 3
rho = ion_mass * density
sound = np.sqrt(deformation / ion_mass)
q_debye = (6 * pi**2 * density)**(1 / 3)
theta = sound * q_debye
sigma = 6 * zeta(5) * deformation**2 / (pi**3 * rho * sound**4)
sigma_si = sigma * power_density_si * kelvin**5


def law(te, tp):
    return sigma * (te**5 - tp**5)


def direct_power(te, tp):
    """Golden-rule emission minus absorption, summed over electrons and phonons.

    Energy conservation fixes the electron momentum along q; the transverse
    momentum is integrated through the electron energy. Debye cutoff included.
    """
    q_max = min(q_debye, 45 * max(te, tp) / sound)
    nodes, weights = np.polynomial.legendre.leggauss(160)
    total = 0.0
    for q, weight in zip(q_max * (nodes + 1) / 2, q_max * weights / 2):
        omega = sound * q
        k_parallel = q / 2 + sound
        lowest = max(k_parallel**2 / 2 - e_fermi, -40 * te)
        energy = np.linspace(lowest, omega + 40 * te, 3001)
        full_high, empty_high = expit(-energy / te), expit(energy / te)
        full_low = expit(-(energy - omega) / te)
        empty_low = expit((energy - omega) / te)
        phonons = 1 / np.expm1(omega / tp)
        net = (full_high * empty_low * (phonons + 1)
               - full_low * empty_high * phonons)
        electron_sum = 2 * trapezoid(net, energy) / (4 * pi**2 * q)
        coupling = deformation**2 * q / (2 * rho * sound)
        total += (weight * q**2 / (2 * pi**2) * omega
                  * 2 * pi * coupling * electron_sum)
    return total


# Oscillator matrix element from diagonalization on a sinc grid
osc_mass, osc_freq, level = 3.0, 0.7, 3
grid = np.linspace(-8, 8, 161)
step = grid[1] - grid[0]
index = np.arange(grid.size)
separation = index[:, None] - index[None, :]
safe = np.where(separation == 0, 1, separation)
kinetic = np.where(separation == 0, pi**2 / 3,
                   2.0 * (1 - 2 * (np.abs(separation) % 2)) / safe**2)
hamiltonian = (kinetic / (2 * osc_mass * step**2)
               + np.diag(osc_mass * osc_freq**2 * grid**2 / 2))
states = np.linalg.eigh(hamiltonian)[1]
element = np.sum(states[:, level + 1] * grid * states[:, level])**2
assert abs(element * 2 * osc_mass * osc_freq / (level + 1) - 1) < 1e-7

# Statistical identity, electrons at te_test and phonons at tp_test
te_test, tp_test = 0.8, 1.7
for energy, omega in [(-1.1, 0.4), (0.3, 1.9), (2.0, 3.1)]:
    low = expit(-energy / te_test)
    high = expit(-(energy + omega) / te_test)
    bose_e = 1 / np.expm1(omega / te_test)
    bose_p = 1 / np.expm1(omega / tp_test)
    balance = high * (1 - low) * (bose_p + 1) - low * (1 - high) * bose_p
    assert abs(balance - (low - high) * (bose_e - bose_p)) < 1e-12

# Electron state count: full momentum sum with a narrow Gaussian delta function
q_test, s_test, t_test, width = 0.2, 0.05, 0.002, 0.0005
n_k, n_mu = 1200, 2000
k = ((np.arange(n_k) + 0.5) * 0.8 / n_k)[:, None]
mu = (-1 + (np.arange(n_mu) + 0.5) * 2 / n_mu)[None, :]
energy = k**2 / 2
loss = k * q_test * mu - q_test**2 / 2
delta = (np.exp(-0.5 * ((loss - s_test * q_test) / width)**2)
         / (width * np.sqrt(2 * pi)))
occupation = (expit((e_fermi - energy + loss) / t_test)
              - expit((e_fermi - energy) / t_test))
count = np.sum(k**2 * delta * occupation) * (0.8 / n_k) * (2 / n_mu)
count /= 2 * pi**2
count_formula = s_test / (2 * pi**2)
assert abs(count / count_formula - 1) < 2e-3


# Static electron response gives the screened coupling at finite q
def screened_coupling(q):
    def integrand(k_value):
        return k_value * np.log(abs((k_value + q / 2) / (k_value - q / 2)))
    response = (quad(integrand, 0, q / 2, limit=200)[0]
                + quad(integrand, q / 2, k_fermi, limit=200)[0])
    response /= pi**2 * q
    return 4 * pi * density / (q**2 + 4 * pi * response)


# Phonon integral and mean phonon energy in the emitted power
bose_4 = quad(lambda x: x**4 / np.expm1(x), 0, 80)[0]
bose_5 = quad(lambda x: x**5 / np.expm1(x), 0, 80)[0]
assert abs(bose_4 / (24 * zeta(5)) - 1) < 1e-8
mean_x = bose_5 / bose_4

te, tp = 1.0 * kelvin, 0.5 * kelvin
q_mean = mean_x * te / sound
coupling_ratio = screened_coupling(q_mean) / deformation
assert abs(coupling_ratio - 1) < 1e-3

# Fifth-power law against the direct golden-rule power, both heat directions
for hot, cold in [(1.0, 0.5), (2.0, 1.0), (0.5, 1.0), (3.0, 0.7)]:
    a, b = hot * kelvin, cold * kelvin
    assert abs(direct_power(a, b) / law(a, b) - 1) < 1e-6
direct = direct_power(te, tp)
exponent = np.log2(direct_power(2 * te, 2 * tp) / direct)
assert abs(exponent - 5) < 1e-5

# Conductance for a small temperature difference
conductance = 5 * sigma * te**4
difference = direct_power(1.01 * te, 0.99 * te) / (0.02 * te)
assert abs(difference / conductance - 1) < 1e-3

# Linear law far above the Debye temperature
hot_direct = direct_power(5 * theta, 4 * theta)
hot_linear = deformation**2 * q_debye**4 * theta / (16 * pi**3 * rho)
assert abs(hot_direct / hot_linear - 1) < 1e-2

# Placement of hbar and k_B, evaluated wholly in SI units
sigma_check = (6 * zeta(5) * (deformation * hartree)**2 * const.m_e**2
               * const.k**5 / (pi**3 * const.hbar**7
               * (rho * const.m_e / bohr**3)
               * (sound * bohr / time_au)**4))
assert abs(sigma_check / sigma_si - 1) < 1e-6

relaxation = deformation**2 * q_mean / (2 * pi * rho)
absorption_length = sound / relaxation
net_si = law(te, tp) * power_density_si

print(f"Fermi wave vector: {k_fermi:.3f} bohr^-1")
print(f"Ion mass: {ion_mass:.0f} electron masses")
print(f"Electron density: {density:.6f} bohr^-3")
print(f"Fermi energy: {e_fermi:.4f} hartree")
print(f"Deformation potential D: {deformation:.6f} hartree")
print(f"Mass density: {rho:.3f} electron masses per bohr^3")
print(f"Sound speed: {sound:.6e} atomic units")
print(f"Sound speed / Fermi speed: {sound / k_fermi:.5f}")
print(f"Debye wave vector: {q_debye:.5f} bohr^-1")
print(f"Debye temperature: {theta / kelvin:.2f} K")
print(f"zeta(5): {zeta(5):.6f}")
print(f"Integral x^4/(exp(x)-1): {bose_4:.6f}")
print(f"Sigma: {sigma:.5e} atomic units (temperature in hartree)")
print(f"Sigma: {sigma_si:.5e} W m^-3 K^-5")
print(f"Electron temperature: {te / kelvin:.2f} K")
print(f"Phonon temperature: {tp / kelvin:.2f} K")
print(f"Emission term Sigma Te^5: {sigma_si * (te / kelvin)**5:.5e} W m^-3")
print(f"Return term Sigma Tp^5: {sigma_si * (tp / kelvin)**5:.5e} W m^-3")
print(f"Net power density, law: {net_si:.5e} W m^-3")
print(f"Net power density, direct: {direct * power_density_si:.5e} W m^-3")
print(f"Net power in 1 cubic micrometre: {net_si * 1e-18 * 1e9:.4f} nW")
print(f"Exponent from doubling both temperatures: {exponent:.6f}")
print(f"Conductance per volume at 1 K: {5 * sigma_si:.5e} W m^-3 K^-1")
print(f"Mean omega/T in emitted power: {mean_x:.4f}")
print(f"Mean phonon wave vector at 1 K: {q_mean:.6f} bohr^-1")
print(f"Inverse of that wave vector: {bohr / q_mean * 1e9:.3f} nm")
print(f"Phonon wavelength there: {2 * pi * bohr / q_mean * 1e9:.2f} nm")
print(f"Screened coupling there / D: {coupling_ratio:.6f}")
print(f"Phonon absorption length there: {absorption_length * bohr * 1e6:.3f} um")
print(f"State count, Gaussian sum: {count:.6e} atomic units")
print(f"State count, formula: {count_formula:.6e} atomic units")
print("Direct power / fifth-power law, with Tp = Te/2:")
for divisor in (50, 20, 10, 5, 2, 1):
    hot = theta / divisor
    ratio = direct_power(hot, hot / 2) / law(hot, hot / 2)
    print(f"  Te = Debye temperature / {divisor}: ratio {ratio:.5f}")
print(f"Direct / linear law at Te=5, Tp=4 Debye temperatures: "
      f"{hot_direct / hot_linear:.5f}")
print("checks complete")
```

Output:

```
Fermi wave vector: 0.500 bohr^-1
Ion mass: 50000 electron masses
Electron density: 0.004222 bohr^-3
Fermi energy: 0.1250 hartree
Deformation potential D: 0.083333 hartree
Mass density: 211.086 electron masses per bohr^3
Sound speed: 1.290994e-03 atomic units
Sound speed / Fermi speed: 0.00258
Debye wave vector: 0.62996 bohr^-1
Debye temperature: 256.81 K
zeta(5): 1.036928
Integral x^4/(exp(x)-1): 24.886266
Sigma: 2.37646e+06 atomic units (temperature in hartree)
Sigma: 9.20629e+08 W m^-3 K^-5
Electron temperature: 1.00 K
Phonon temperature: 0.50 K
Emission term Sigma Te^5: 9.20629e+08 W m^-3
Return term Sigma Tp^5: 2.87697e+07 W m^-3
Net power density, law: 8.91860e+08 W m^-3
Net power density, direct: 8.91860e+08 W m^-3
Net power in 1 cubic micrometre: 0.8919 nW
Exponent from doubling both temperatures: 5.000000
Conductance per volume at 1 K: 4.60315e+09 W m^-3 K^-1
Mean omega/T in emitted power: 4.9056
Mean phonon wave vector at 1 K: 0.012033 bohr^-1
Inverse of that wave vector: 4.398 nm
Phonon wavelength there: 27.63 nm
Screened coupling there / D: 0.999821
Phonon absorption length there: 1.084 um
State count, Gaussian sum: 2.533030e-03 atomic units
State count, formula: 2.533030e-03 atomic units
Direct power / fifth-power law, with Tp = Te/2:
  Te = Debye temperature / 50: ratio 1.00000
  Te = Debye temperature / 20: ratio 0.99998
  Te = Debye temperature / 10: ratio 0.97088
  Te = Debye temperature / 5: ratio 0.56149
  Te = Debye temperature / 2: ratio 0.05574
  Te = Debye temperature / 1: ratio 0.00466
Direct / linear law at Te=5, Tp=4 Debye temperatures: 0.99723
checks complete
```
